# Thermal desorption with several traps: what a spectrum can assign: verification in Python

```python
"""
Result under test: a thermal desorption spectrum does not fix its trap assignment.
(A) With negligible lattice storage, raising all binding energies by s while lowering
    the migration energy by s and the recombination energy by 2s changes nothing.
(B) With known diffusion and recombination, trap groups sharing total density, mean
    energy and energy variance give spectra that noisy data cannot separate.
Symbols: y lattice occupancy; theta trap occupancy; dens trap sites per lattice site;
bind binding energy (eV); D diffusivity (nm^2/s); W recombination velocity (nm/s),
defined by outflow = W*y_surface^2 = atom flux / lattice site density.
The face x=0 is blocked, the face x=thickness recombines. Energies eV, lengths nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import odeint
from scipy.special import expit

kB = const.k / const.e
SITES = 8.9 * const.N_A / 58.93 / 1e21      # one site per Co atom, nm^-3
L = 1000.0
D0, EM = 5e11, 0.45
W0, ER = 5e12, 0.30
HOP = 0.25
Y0, T_START, T_END = 1e-6, 300.0, 690.0
CELLS = 30


def surface_outflow(y_last, D, W, h):
    """Recombination flux with diffusion across the last half cell."""
    g = 2 * D / h
    y_last = np.maximum(y_last, 0.0)
    y_surf = 2 * y_last / (1 + np.sqrt(1 + 4 * W * y_last / g))
    return W * y_surf**2


def integrate(rhs, start, times, band, atol):
    sol, info = odeint(rhs, start, times, ml=band, mu=band, rtol=1e-7,
                       atol=atol, mxstep=50000, full_output=True)
    assert "successful" in info["message"], info["message"]
    assert np.all(np.isfinite(sol))
    return sol


def simulate(bind, dens, rate=1.0, times=None, T0=T_START, fill_T=T_START, y0=Y0,
             d0=D0, em=EM, w0=W0, er=ER, cells=CELLS, storage=1.0):
    """Full kinetics; returns T, outflow (nm/s), y, theta, inventory (nm)."""
    bind, dens = np.array(bind, float), np.array(dens, float)
    m, h = len(bind), L / cells
    if times is None:
        times = np.arange(0, T_END - T0 + 0.5, 1.0) / rate
    filling = y0 * np.exp(bind / (kB * fill_T))
    start = np.tile(np.concatenate(([y0], filling / (1 + filling))), cells)

    def rhs(state, t):
        s = state.reshape(cells, m + 1)
        y, theta = s[:, 0], s[:, 1:]
        kT = kB * (T0 + rate * t)
        D = d0 * np.exp(-em / kT)
        net = D / HOP**2 * (y[:, None] * (1 - theta) - np.exp(-bind / kT) * theta)
        flux = np.zeros(cells + 1)
        flux[1:-1] = D * (y[:-1] - y[1:]) / h
        flux[-1] = surface_outflow(y[-1], D, w0 * np.exp(-er / kT), h)
        out = np.empty_like(s)
        out[:, 1:] = net
        out[:, 0] = ((flux[:-1] - flux[1:]) / h - net @ dens) / storage
        return out.ravel()

    atol = np.tile([1e-14] + [1e-10] * m, cells)
    sol = integrate(rhs, start, times, m + 1, atol).reshape(len(times), cells, m + 1)
    T = T0 + rate * np.asarray(times)
    y, theta = sol[:, :, 0], sol[:, :, 1:]
    outflow = surface_outflow(y[:, -1], d0 * np.exp(-em / (kB * T)),
                              w0 * np.exp(-er / (kB * T)), h)
    inventory = h * (storage * y + theta @ dens).sum(axis=1)
    return T, outflow, y, theta, inventory


def simulate_isotherm(bind, dens, rate=1.0):
    """Separate solver: traps always in equilibrium with the local lattice."""
    bind, dens, h = np.array(bind), np.array(dens), L / CELLS
    times = np.arange(0, T_END - T_START + 0.5, 1.0) / rate

    def rhs(y, t):
        T = T_START + rate * t
        kT = kB * T
        D = D0 * np.exp(-EM / kT)
        x = np.exp(-bind / kT)
        denom = (y[:, None] + x)**2
        capacity = 1 + (x / denom) @ dens
        q_T = -(y[:, None] * x * bind / (kT * T) / denom) @ dens
        flux = np.zeros(CELLS + 1)
        flux[1:-1] = D * (y[:-1] - y[1:]) / h
        flux[-1] = surface_outflow(y[-1], D, W0 * np.exp(-ER / kT), h)
        return ((flux[:-1] - flux[1:]) / h - rate * q_T) / capacity

    y = integrate(rhs, np.full(CELLS, Y0), times, 1, 1e-14)
    T = T_START + rate * times
    return surface_outflow(y[:, -1], D0 * np.exp(-EM / (kB * T)),
                           W0 * np.exp(-ER / (kB * T)), h)


def peak_temperature(T, f):
    i = int(np.argmax(f))
    a, b, c = f[i - 1:i + 2]
    return T[i] + 0.5 * (a - c) / (a - 2 * b + c) * (T[1] - T[0])


# Limit 1: dilute trapping with an absorbing surface against the Fourier series
T_iso = 500.0
D_iso = D0 * np.exp(-EM / (kB * T_iso))
slowdown = 1 + 1e-3 * np.exp(0.5 / (kB * T_iso))
t_iso = 0.3 * L**2 * slowdown / D_iso
inv = simulate([0.5], [1e-3], rate=0, times=[0, t_iso], T0=T_iso, fill_T=T_iso,
               y0=1e-9, w0=1e25, er=0)[4]
odd = 2 * np.arange(60) + 1
series = np.sum(8 / (odd * np.pi)**2
                * np.exp(-(odd * np.pi)**2 * D_iso / slowdown * t_iso / (4 * L**2)))
left_diff = inv[1] / inv[0]
assert abs(left_diff - series) < 5e-3
# Limit 2: surface control, second-order decay
inv = simulate([], [], rate=0, times=[0, 200.0], T0=T_iso, y0=1e-4, w0=1e5, er=0)[4]
left_surf, law_surf = inv[1] / inv[0], 1 / (1 + 1e5 * 1e-4 * 200 / L)
assert abs(left_surf - law_surf) < 2e-3

# Reference spectrum
true_bind, true_dens = np.array([0.45, 0.49, 0.62]), np.array([1e-3, 1e-3, 5e-4])
T, ref, y_ref, theta_ref, inv_ref = simulate(true_bind, true_dens)
top = ref.max()
T_peak = peak_temperature(T, ref)
released = np.trapezoid(ref, T) if hasattr(np, "trapezoid") else np.trapz(ref, T)
balance = abs(released / (inv_ref[0] - inv_ref[-1]) - 1)
assert balance < 5e-3
grid_error = np.max(abs(simulate(true_bind, true_dens, cells=3 * CELLS)[1] - ref)) / top
assert grid_error < 0.02
iso_error = np.max(abs(simulate_isotherm(true_bind, true_dens) - ref)) / top
assert iso_error < 5e-3

# Energy-shift symmetry, its breaking by lattice storage, and a negative control
shift = 0.10
moved = dict(em=EM - shift, er=ER - 2 * shift,
             y0=Y0 * np.exp(-shift / (kB * T_START)))
gap_full = np.max(abs(simulate(true_bind + shift, true_dens, **moved)[1] - ref)) / top
small_a = simulate(true_bind, true_dens, storage=0.1)[1]
small_b = simulate(true_bind + shift, true_dens, storage=0.1, **moved)[1]
gap_small = np.max(abs(small_a - small_b)) / top
slow_a = simulate(true_bind, true_dens, rate=0.1)
slow_b = simulate(true_bind + shift, true_dens, rate=0.1, **moved)[1]
gap_slow = np.max(abs(slow_a[1] - slow_b)) / slow_a[1].max()
control = dict(moved, er=ER)
gap_control = np.max(abs(simulate(true_bind + shift, true_dens, **control)[1] - ref)) / top
assert gap_full < 0.02 and gap_slow < 0.02
assert 7 < gap_full / gap_small < 13
assert gap_control > 0.1

# Shallow-group hypotheses: offsets from the mean energy and weights
patterns = {"true 50/50": ([-0.02, 0.02], [0.5, 0.5]),
            "rival 20/80": ([-0.04, 0.01], [0.2, 0.8]),
            "rival 80/20": ([-0.01, 0.04], [0.8, 0.2]),
            "merged": ([0.0], [1.0])}
u = np.linspace(-12, 12, 4801)
step = u[1] - u[0]
third = np.diff(expit(u), 3) / step**3
assert abs(np.max(abs(third)) - 1 / 8) < 1e-4
kT_peak = kB * T_peak


def group_isotherm(name):
    offsets, weights = patterns[name]
    return sum(w * expit(u + d / kT_peak) for d, w in zip(offsets, weights))


def third_moment(name):
    return sum(w * abs(d)**3 for d, w in zip(*patterns[name]))


iso_gap, iso_bound = {}, {}
for name in ("rival 20/80", "rival 80/20"):
    for power in (0, 1, 2):
        moments = [sum(w * d**power for d, w in zip(*patterns[k]))
                   for k in ("true 50/50", name)]
        assert abs(moments[0] - moments[1]) < 1e-12
    iso_gap[name] = np.max(abs(group_isotherm(name) - group_isotherm("true 50/50")))
    iso_bound[name] = (third_moment(name) + third_moment("true 50/50")) / 48 / kT_peak**3
    assert iso_gap[name] <= iso_bound[name]
iso_gap["merged"] = np.max(abs(group_isotherm("merged") - group_isotherm("true 50/50")))

# Synthetic data and fits: group density, group mean, deep density, deep energy
sigma = 0.03
clean = ref[::5] / top
noisy = clean + sigma * np.random.default_rng(7).normal(size=len(clean))
start = np.array([2.0, 0.47, 0.5, 0.62])    # densities in units of 1e-3


def traps(p, name):
    offsets, weights = map(np.array, patterns[name])
    return np.append(p[1] + offsets, p[3]), 1e-3 * np.append(p[0] * weights, p[2])


def model(p, name):
    return simulate(*traps(p, name))[1][::5] / top


def refine(target, p, name, jac, rounds):
    for _ in range(rounds):
        dp = np.linalg.lstsq(jac, target - model(p, name), rcond=None)[0]
        p = p + dp
    assert np.sqrt(np.mean((jac @ dp)**2)) < 0.1 * sigma     # converged
    return p, np.sum((target - model(p, name))**2) / sigma**2


excess, chi2, fitted, day_loss = {}, {}, {}, {}
for name in patterns:
    base = model(start, name)
    steps = np.array([0.02, 0.001, 0.01, 0.001])
    jac = np.column_stack([(model(start + np.eye(4)[i] * steps[i], name) - base)
                           / steps[i] for i in range(4)])
    p_clean, excess[name] = refine(clean, start, name, jac, 2)
    fitted[name], chi2[name] = refine(noisy, p_clean, name, jac, 3)
    hold = simulate(*traps(p_clean, name), rate=0, times=[0, 86400.0], T0=350.0)[4]
    day_loss[name] = 1 - hold[1] / hold[0]
for name in ("rival 20/80", "rival 80/20"):
    assert excess[name] < 4
    assert chi2[name] - chi2["true 50/50"] < 9
    assert excess["merged"] > excess[name]

# Sizes of neglected effects (rough inputs)
lattice = y_ref.mean(axis=1) * L
busy = inv_ref > 0.01 * inv_ref[0]
lattice_share = np.max(lattice[busy] / inv_ref[busy])
T_fast = peak_temperature(T, simulate(true_bind, true_dens, d0=1.2 * D0)[1])
barrier_quantum = 0.10
wigner = [1 + (barrier_quantum / (kB * t))**2 / 24 for t in (T_START, T_peak)]
E_sol, S_sol = 0.30, -6.0                   # heat (eV) and entropy (k) of solution
y_bar = np.exp(S_sol - E_sol / kT_peak)     # occupancy under 1 bar of H2
W_peak = W0 * np.exp(-ER / kT_peak)
pressure = 1e-6 * const.torr
uptake = W_peak * y_bar**2 * pressure / 1e5
m_H2 = 2.016 * const.atomic_mass
impinge = 1e5 / np.sqrt(2 * np.pi * m_H2 * const.k * T_peak) * 1e-18
sticking = W_peak * y_bar**2 * SITES / (2 * impinge)
stick_barrier = ER + 2 * E_sol
before = T <= T_peak
vac_path = np.sqrt(2 * np.sum(HOP**2 * 1e13 * np.exp(-0.70 / (kB * T[before]))))

print(f"Film {L:.0f} nm, site density {SITES:.1f} nm^-3, hop length {HOP} nm")
print(f"D0 {D0:.1e} nm^2/s, E_m {EM} eV; W0 {W0:.1e} nm/s, E_r {ER} eV")
print(f"Ramp {T_START:.0f}-{T_END:.0f} K at 1 K/s; initial y {Y0:.0e}; cells {CELLS}")
print("True binding (eV):", true_bind, " sites per lattice site:", true_dens)
print(f"Diffusion limit at {T_iso:.0f} K: slowdown {slowdown:.1f}, time {t_iso:.2f} s")
print(f"  fraction left: simulated {left_diff:.4f}, series {series:.4f}")
print(f"Surface limit, fraction left: {left_surf:.4f}, law {law_surf:.4f}")
print(f"Initial inventory {inv_ref[0] * SITES:.1f} atoms/nm^2")
print(f"Main peak {T_peak:.1f} K, flux {top * SITES:.3f} atoms/(nm^2 s)"
      f" = {top * SITES * 1e14:.2e} atoms/(cm^2 s)")
maxima = [int(T[i]) for i in range(1, len(T) - 1)
          if ref[i] > ref[i - 1] and ref[i] >= ref[i + 1] and ref[i] > 0.02 * top]
print("Local maxima of the spectrum (K):", maxima)
print("Flux/peak at 400,450,500,550,600 K:",
      " ".join(f"{ref[int(t - T_START)] / top:.3f}" for t in (400, 450, 500, 550, 600)))
print(f"Mass balance error {100 * balance:.3f} %; grid error {100 * grid_error:.2f} % of peak")
print(f"Full kinetics minus isotherm model: {100 * iso_error:.4f} % of peak")
print(f"Energy shift {shift:.2f} eV: largest change {100 * gap_full:.3f} % of peak")
print(f"  with lattice storage x0.1: {100 * gap_small:.4f} %, ratio {gap_full / gap_small:.2f}")
print(f"  at 0.1 K/s: {100 * gap_slow:.3f} % (peak {peak_temperature(slow_a[0], slow_a[1]):.1f} K)")
print(f"  control with E_r not shifted: {100 * gap_control:.1f} % of peak")
print(f"Isotherm differences from the true group at {T_peak:.1f} K, per group site:")
for name in ("rival 20/80", "rival 80/20"):
    print(f"  {name}: {iso_gap[name]:.5f}, bound {iso_bound[name]:.5f}")
print(f"  merged: {iso_gap['merged']:.5f}")
print(f"Synthetic data: {len(clean)} points, noise {100 * sigma:.0f} % of peak,"
      f" {len(clean) - 4} degrees of freedom")
for name in patterns:
    energies, densities = traps(fitted[name], name)
    print(f"{name}: chi2 {chi2[name]:.2f}, noise-free misfit chi2 {excess[name]:.3f}")
    print("  fitted eV:", np.round(energies, 4), " sites/1e-3:", np.round(1e3 * densities, 3))
    if name != "true 50/50":
        print(f"  noise for misfit chi2 = 9: {100 * sigma * np.sqrt(excess[name] / 9):.2f} % of peak")
print("Loss in 1 day at 350 K, noise-free fits (%):",
      ", ".join(f"{k} {100 * v:.2f}" for k, v in day_loss.items()))
print(f"Largest lattice occupancy {y_ref.max():.1e}; lattice share of inventory"
      f" {100 * lattice_share:.2f} % (until 99 % released)")
print(f"Diffusivity +20 % (anisotropy, rough): peak moves {T_fast - T_peak:.2f} K")
print(f"Wigner factor, {barrier_quantum} eV quantum (rough): {wigner[0]:.2f} at 300 K,"
      f" {wigner[1]:.2f} at peak")
print(f"Solution heat {E_sol} eV, entropy {S_sol} k (rough): y at 1 bar {y_bar:.1e} at peak")
print(f"Re-uptake at 1e-6 Torr / peak outflow: {uptake / top:.1e}")
print(f"Implied sticking at peak {sticking:.1e}, barrier {stick_barrier:.2f} eV,"
      f" prefactor {sticking * np.exp(stick_barrier / kT_peak):.2f}")
print(f"Bare vacancy (0.70 eV, 1e13/s, rough): path {vac_path:.0f} nm by the peak")
print(f"Ramp end below rough hcp-fcc transition (695 K) by {695 - T_END:.0f} K")
print("verified")
```

Running it gives:

```
Film 1000 nm, site density 91.0 nm^-3, hop length 0.25 nm
D0 5.0e+11 nm^2/s, E_m 0.45 eV; W0 5.0e+12 nm/s, E_r 0.3 eV
Ramp 300-690 K at 1 K/s; initial y 1e-06; cells 30
True binding (eV): [0.45 0.49 0.62]  sites per lattice site: [0.001  0.001  0.0005]
Diffusion limit at 500 K: slowdown 110.6, time 2.28 s
  fraction left: simulated 0.3869, series 0.3868
Surface limit, fraction left: 0.3334, law 0.3333
Initial inventory 224.5 atoms/nm^2
Main peak 452.6 K, flux 1.731 atoms/(nm^2 s) = 1.73e+14 atoms/(cm^2 s)
Local maxima of the spectrum (K): [453]
Flux/peak at 400,450,500,550,600 K: 0.542 0.998 0.595 0.279 0.062
Mass balance error 0.000 %; grid error 0.01 % of peak
Full kinetics minus isotherm model: 0.0275 % of peak
Energy shift 0.10 eV: largest change 0.653 % of peak
  with lattice storage x0.1: 0.0700 %, ratio 9.33
  at 0.1 K/s: 0.209 % (peak 419.2 K)
  control with E_r not shifted: 57.3 % of peak
Isotherm differences from the true group at 452.6 K, per group site:
  rival 20/80: 0.00392, bound 0.00758
  rival 80/20: 0.00392, bound 0.00758
  merged: 0.01238
Synthetic data: 79 points, noise 3 % of peak, 75 degrees of freedom
true 50/50: chi2 52.95, noise-free misfit chi2 0.000
  fitted eV: [0.4524 0.4924 0.6238]  sites/1e-3: [0.986 0.986 0.494]
rival 20/80: chi2 53.94, noise-free misfit chi2 0.375
  fitted eV: [0.4309 0.4809 0.6221]  sites/1e-3: [0.393 1.571 0.509]
  noise for misfit chi2 = 9: 0.61 % of peak
rival 80/20: chi2 52.73, noise-free misfit chi2 0.698
  fitted eV: [0.4633 0.5133 0.6235]  sites/1e-3: [1.577 0.394 0.488]
  noise for misfit chi2 = 9: 0.84 % of peak
merged: chi2 56.24, noise-free misfit chi2 6.071
  fitted eV: [0.4699 0.6143]  sites/1e-3: [1.879 0.567]
  noise for misfit chi2 = 9: 2.46 % of peak
Loss in 1 day at 350 K, noise-free fits (%): true 50/50 47.08, rival 20/80 46.99, rival 80/20 47.23, merged 47.19
Largest lattice occupancy 8.8e-06; lattice share of inventory 1.07 % (until 99 % released)
Diffusivity +20 % (anisotropy, rough): peak moves -1.75 K
Wigner factor, 0.1 eV quantum (rough): 1.62 at 300 K, 1.27 at peak
Solution heat 0.3 eV, entropy -6.0 k (rough): y at 1 bar 1.1e-06 at peak
Re-uptake at 1e-6 Torr / peak outflow: 2.1e-10
Implied sticking at peak 1.5e-11, barrier 0.90 eV, prefactor 0.16
Bare vacancy (0.70 eV, 1e13/s, rough): path 675 nm by the peak
Ramp end below rough hcp-fcc transition (695 K) by 5 K
verified
```
